# Bond strength, Z2 indices and (111) surface cones of the Fu-Kane-Mele model: verification in Python

```python
"""Fu-Kane-Mele model on the diamond lattice, one bond direction changed.
Result under test: with hopping t on three bonds and t0 on the [111] bond,
  t < t0 < 3t -> Z2 indices (1;111),  0 < t0 < t -> (0;111),
  t0 > 3t -> (0;000), and a (111) face carries
  1 (strong) or 4 (weak) Dirac cones if the [111] bond is intact there,
  3 (strong) or 0 (weak) Dirac cones if the [111] bond is cut there.
Symbols: lam = spin-orbit hopping, a = cubic constant (=1), t = 1 (energy unit),
d[p] = bond vectors from sublattice A to B, d[0] along [111].
Orbital order: A up, A down, B up, B down.
"""
import itertools
import numpy as np

T = 1.0
LAM = 0.125
STRONG, WEAK, TRIVIAL = 1.5, 0.5, 3.5
d = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
lattice = d[0] - d[1:]
recip = 2 * np.pi * np.linalg.inv(lattice).T
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I2 = np.eye(2)
PAIRS = [(p, q) for p in range(4) for q in range(4) if p != q]
SPIN = {(p, q): np.einsum('i,ijk->jk', 8 * np.cross(d[p], d[q]), pauli)
        for p, q in PAIRS}


def bulk(k, t0, lam=LAM):
    """Bloch matrix, summed hop by hop; periodic in reciprocal space."""
    k = np.asarray(k, float)
    h = np.zeros(k.shape[:-1] + (4, 4), complex)
    for p in range(4):
        amp = (t0 if p == 0 else T) * np.exp(1j * (k @ (d[p] - d[0])))
        h[..., :2, 2:] += amp[..., None, None] * I2
        h[..., 2:, :2] += amp.conj()[..., None, None] * I2
    for p, q in PAIRS:
        phase = np.exp(1j * (k @ (d[p] - d[q])))[..., None, None]
        h[..., :2, :2] += 1j * lam * phase * SPIN[p, q]
        h[..., 2:, 2:] += 1j * lam * phase.conj() * SPIN[p, q]
    return h


def slab(k, t0, cut, n, lam=LAM):
    """n bilayers stacked along [111]; cut=1 if the [111] bond is cut."""
    block = {m: np.zeros((4, 4), complex) for m in (-1, 0, 1)}
    for p in range(4):
        amp = (t0 if p == 0 else T) * np.exp(1j * (k @ d[p]))
        block[cut - int(p > 0)][:2, 2:] += amp * I2
    for p, q in PAIRS:
        step = int(q > 0) - int(p > 0)
        phase = np.exp(1j * (k @ (d[p] - d[q])))
        block[step][:2, :2] += 0.5j * lam * phase * SPIN[p, q]
        block[-step][2:, 2:] += 0.5j * lam * np.conj(phase) * SPIN[p, q]
    half = sum(np.kron(np.eye(n, k=m), block[m]) for m in block)
    return half + half.conj().T


def slab_gap(k, t0, cut, n=24, lam=LAM):
    e = np.linalg.eigvalsh(slab(k, t0, cut, n, lam))
    return e[2 * n] - e[2 * n - 1]


# Bulk spectrum, spin-orbit vector and inversion symmetry
rng = np.random.default_rng(4)
P = np.kron(np.array([[0, 1], [1, 0]]), I2)
for k in rng.uniform(-7, 7, (20, 3)):
    h = bulk(k, STRONG)
    s, c = np.sin(k / 2), np.cos(k / 2)
    D = -4 * LAM * s * (np.roll(c, -1) - np.roll(c, -2))
    assert np.allclose(h[:2, :2], np.einsum('i,ijk->jk', D, pauli))
    assert np.allclose(h[2:, 2:], -h[:2, :2])
    f = STRONG + T * np.exp(-1j * (lattice @ k)).sum()
    e = np.sqrt(abs(f)**2 + D @ D)
    assert np.allclose(np.linalg.eigvalsh(h), [-e, -e, e, e])
    assert np.allclose(P @ h @ P, bulk(-k, STRONG))

# The gap closes only at t0 = t and t0 = 3t
axis = np.arange(16) / 16
mesh = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), -1) @ recip
gaps = {}
for t0 in (0.5, 0.8, 1.0, 1.5, 2.5, 3.0, 3.5):
    levels = np.linalg.eigvalsh(bulk(mesh, t0))
    gaps[t0] = (levels[..., 2] - levels[..., 1]).min()
    if t0 in (1.0, 3.0):
        assert gaps[t0] < 1e-9
    else:
        assert gaps[t0] > 0.1


def parity_table(t0):
    table = {}
    for n in itertools.product((0, 1), repeat=3):
        vec = np.linalg.eigh(bulk(np.array(n) / 2 @ recip, t0))[1][:, :2]
        value = np.trace(vec.conj().T @ P @ vec).real / 2
        assert abs(abs(value) - 1) < 1e-9
        table[n] = int(round(value))
    return table


def parity_indices(table):
    strong = int(np.prod(list(table.values())) < 0)
    weak = [int(np.prod([v for n, v in table.items() if n[j]]) < 0)
            for j in range(3)]
    return (strong, *weak)


def plane_invariant(t0, direction, value, n2=41, n3=36):
    """Z2 number of a time-reversal-invariant plane from Wilson loops."""
    frac = np.zeros((n2, n3, 3))
    frac[..., direction] = value
    frac[..., (direction + 1) % 3] = np.linspace(0, 0.5, n2)[:, None]
    frac[..., (direction + 2) % 3] = np.arange(n3) / n3
    u = np.linalg.eigh(bulk(frac @ recip, t0))[1][..., :2]
    loop = np.broadcast_to(np.eye(2, dtype=complex), (n2, 2, 2))
    for i in range(n3):
        left = u[:, i].conj().transpose(0, 2, 1)
        loop = loop @ (left @ u[:, (i + 1) % n3])
    centres = np.sort(np.angle(np.linalg.eigvals(loop)) / (2 * np.pi) % 1, -1)
    crossings, previous = 0, None
    for x1, x2 in centres:
        inner = x2 - x1
        middle = (x1 + x2) / 2 if inner > 0.5 else ((x1 + x2 + 1) / 2) % 1
        if previous is not None:
            lo, hi = sorted((previous, middle))
            crossings += int(lo <= x1 < hi) + int(lo <= x2 < hi)
        previous = middle
    return crossings % 2


def wilson_indices(t0):
    at_pi = [plane_invariant(t0, j, 0.5) for j in range(3)]
    strong = [(plane_invariant(t0, j, 0.0) + at_pi[j]) % 2 for j in range(3)]
    assert len(set(strong)) == 1
    return (strong[0], *at_pi)


tables, indices = {}, {}
for t0, expected in ((STRONG, (1, 1, 1, 1)), (WEAK, (0, 1, 1, 1)),
                     (TRIVIAL, (0, 0, 0, 0))):
    tables[t0] = parity_table(t0)
    indices[t0] = parity_indices(tables[t0])
    assert indices[t0] == expected
    assert wilson_indices(t0) == expected

# Surface momenta: Gamma-bar and three M-bar, projected on the (111) plane
normal = np.ones(3) / np.sqrt(3)


def in_plane(n1, n2):
    k = n1 * recip[0] + n2 * recip[1]
    return k - (k @ normal) * normal


trims = [(0, 0), (8, 0), (0, 8), (8, 8)]
g_size = [abs(T * np.exp(1j * (lattice @ in_plane(i / 16, j / 16))).sum())
          for i, j in trims]
directions = [np.array([1, 1, -2]) / np.sqrt(6), np.array([1, -1, 0]) / np.sqrt(2)]

# Count gap closings of slabs over the whole surface zone
counts, off_cone, residual = {}, {}, {}
for t0 in (STRONG, WEAK):
    for cut in (0, 1):
        gap = {(i, j): slab_gap(in_plane(i / 16, j / 16), t0, cut)
               for i in range(16) for j in range(16)}
        found = {ij for ij in gap if gap[ij] < 0.01}
        predicted = {ij for ij, g in zip(trims, g_size)
                     if (g > t0 if cut == 0 else t0 > g)}
        assert found == predicted
        counts[t0, cut] = (len(found), int((0, 0) in found))
        assert len(found) % 2 == indices[t0][0]
        off_cone[t0, cut] = min(v for ij, v in gap.items() if ij not in found)
        assert off_cone[t0, cut] > 0.1
        residual[t0, cut] = max([gap[ij] for ij in found], default=None)
        for i, j in found:
            for e in directions:
                k = in_plane(i / 16, j / 16)
                ratio = (slab_gap(k + 0.1 * e, t0, cut)
                         / slab_gap(k + 0.05 * e, t0, cut))
                assert abs(ratio - 2) < 0.1


# Decay of the end states, against the splitting of thin slabs
def decay(inside, between, d0):
    r = np.hypot(between, d0)
    return max(abs(np.roots([(between + r) / 2, inside, (between - r) / 2])))


D0_M = 4 * np.sqrt(2) * LAM
decays = {}
for name, t0, cut, k, z in (
        ('strong, intact, Gamma-bar', STRONG, 0, in_plane(0, 0),
         decay(STRONG, 3 * T, 0)),
        ('strong, cut, M-bar', STRONG, 1, in_plane(0.5, 0),
         decay(T, STRONG, D0_M)),
        ('weak, intact, M-bar', WEAK, 0, in_plane(0.5, 0),
         decay(WEAK, T, D0_M))):
    measured = np.sqrt(slab_gap(k, t0, cut, 14) / slab_gap(k, t0, cut, 12))
    assert abs(measured / z - 1) < 0.01
    decays[name] = (z, measured)

# Surface energies to first order in the spin-orbit hopping
small = 0.003
worst = 0.0
for t0, cut, n1, n2 in ((WEAK, 0, 0.13, 0.05), (WEAK, 0, 0.5, 0.1),
                        (STRONG, 0, 0.12, 0.07), (STRONG, 1, 0.5, 0.1),
                        (STRONG, 1, 0.3, 0.62)):
    k = in_plane(n1, n2)
    gamma = lattice @ k
    G = np.exp(1j * gamma).sum()
    c = T / t0 if cut else t0 / (T * abs(G)**2)
    s = np.sin(np.roll(gamma, -1) - np.roll(gamma, -2))
    b = (1 + c) * s.sum() - (1 + 3 * c) * s
    formula = 2 * small * np.linalg.norm(b)
    numeric = slab_gap(k, t0, cut, lam=small) / 2
    worst = max(worst, abs(numeric / formula - 1))
assert worst < 0.005

# Velocity of the single cone at Gamma-bar
velocity = np.sqrt(3) * LAM * (1 + STRONG / (3 * T))
slopes = [slab_gap(0.01 * e, STRONG, 0) / 0.02 for e in directions]
assert np.allclose(slopes, velocity, rtol=1e-3)

print(f"hopping t = {T:.1f} (energy unit), lam = {LAM:.3f} t")
print(f"t0: strong {STRONG} t, weak {WEAK} t, trivial {TRIVIAL} t")
print("smallest bulk gap on a 16x16x16 grid:")
for t0, value in gaps.items():
    print(f"  t0 = {t0:.1f} t: gap = {abs(value):.4f} t")
print("occupied parity at k.a_j = pi n_j (strong, weak, trivial):")
for n in tables[STRONG]:
    f = [t0 + T * sum((-1)**j for j in n) for t0 in (STRONG, WEAK, TRIVIAL)]
    p = [tables[t0][n] for t0 in (STRONG, WEAK, TRIVIAL)]
    print(f"  n={n}: f/t = {f[0]:+.1f} {f[1]:+.1f} {f[2]:+.1f};"
          f" parity {p[0]:+d} {p[1]:+d} {p[2]:+d}")
for t0, ind in indices.items():
    print(f"indices at t0 = {t0} t: ({ind[0]};{ind[1]}{ind[2]}{ind[3]})"
          " parities and Wilson loops")
print(f"|g| at Gamma-bar = {g_size[0]:.3f} t, at M-bar = {g_size[1]:.3f} t")
print(f"|D0| at M-bar = {D0_M:.4f} t")
print("cones per face, slab of 24 bilayers, 16x16 surface grid:")
for (t0, cut), (total, centre) in counts.items():
    label = "cut" if cut else "intact"
    print(f"  t0={t0} t, [111] bond {label}: {total}"
          f" (Gamma-bar {centre}, M-bar {total - centre})")
    print(f"    smallest gap off the cones = {off_cone[t0, cut]:.3f} t")
    if residual[t0, cut] is not None:
        print(f"    largest gap at the cones = {residual[t0, cut]:.1e} t")
print("decay factor per bilayer (formula, slab splitting):")
for name, (z, measured) in decays.items():
    print(f"  {name}: {z:.4f}, {measured:.4f}")
print(f"weak-lam surface energy, lam = {small} t:")
print(f"  largest relative deviation = {worst:.1e}")
print(f"Gamma-bar slope dE/dk, formula = {velocity:.4f} t a")
print(f"  slab, two directions = {slopes[0]:.4f}, {slopes[1]:.4f} t a")
print("every check passed")
```

Running it gives:

```
hopping t = 1.0 (energy unit), lam = 0.125 t
t0: strong 1.5 t, weak 0.5 t, trivial 3.5 t
smallest bulk gap on a 16x16x16 grid:
  t0 = 0.5 t: gap = 1.0000 t
  t0 = 0.8 t: gap = 0.4000 t
  t0 = 1.0 t: gap = 0.0000 t
  t0 = 1.5 t: gap = 1.0000 t
  t0 = 2.5 t: gap = 1.0000 t
  t0 = 3.0 t: gap = 0.0000 t
  t0 = 3.5 t: gap = 1.0000 t
occupied parity at k.a_j = pi n_j (strong, weak, trivial):
  n=(0, 0, 0): f/t = +4.5 +3.5 +6.5; parity -1 -1 -1
  n=(0, 0, 1): f/t = +2.5 +1.5 +4.5; parity -1 -1 -1
  n=(0, 1, 0): f/t = +2.5 +1.5 +4.5; parity -1 -1 -1
  n=(0, 1, 1): f/t = +0.5 -0.5 +2.5; parity -1 +1 -1
  n=(1, 0, 0): f/t = +2.5 +1.5 +4.5; parity -1 -1 -1
  n=(1, 0, 1): f/t = +0.5 -0.5 +2.5; parity -1 +1 -1
  n=(1, 1, 0): f/t = +0.5 -0.5 +2.5; parity -1 +1 -1
  n=(1, 1, 1): f/t = -1.5 -2.5 +0.5; parity +1 +1 -1
indices at t0 = 1.5 t: (1;111) parities and Wilson loops
indices at t0 = 0.5 t: (0;111) parities and Wilson loops
indices at t0 = 3.5 t: (0;000) parities and Wilson loops
|g| at Gamma-bar = 3.000 t, at M-bar = 1.000 t
|D0| at M-bar = 0.7071 t
cones per face, slab of 24 bilayers, 16x16 surface grid:
  t0=1.5 t, [111] bond intact: 1 (Gamma-bar 1, M-bar 0)
    smallest gap off the cones = 0.410 t
    largest gap at the cones = 2.7e-07 t
  t0=1.5 t, [111] bond cut: 3 (Gamma-bar 0, M-bar 3)
    smallest gap off the cones = 0.620 t
    largest gap at the cones = 3.5e-04 t
  t0=0.5 t, [111] bond intact: 4 (Gamma-bar 1, M-bar 3)
    smallest gap off the cones = 0.317 t
    largest gap at the cones = 1.1e-05 t
  t0=0.5 t, [111] bond cut: 0 (Gamma-bar 0, M-bar 0)
    smallest gap off the cones = 1.026 t
decay factor per bilayer (formula, slab splitting):
  strong, intact, Gamma-bar: 0.5000, 0.5000
  strong, cut, M-bar: 0.7044, 0.7041
  weak, intact, M-bar: 0.6140, 0.6140
weak-lam surface energy, lam = 0.003 t:
  largest relative deviation = 4.7e-05
Gamma-bar slope dE/dk, formula = 0.3248 t a
  slab, two directions = 0.3248, 0.3248 t a
every check passed
```
